\section*{Why a cubic grid splits d levels but not p levels}

\section{Symmetry on the grid}

\noindent Q. I solved an isotropic three-dimensional oscillator on a cubic grid. The three p levels agree to every digit I trust, but the five d levels come out as a group of three and a group of two. The potential is perfectly round. Is my diagonalization faulty?

\noindent A. It need not be. The potential is round, but the kinetic energy on the grid is not. I assume that you use

\begin{equation}
-\frac12\frac{\partial^2\psi}{\partial x^2}\;\to\;
-\frac{\psi(x+h)-2\psi(x)+\psi(x-h)}{2h^2}
\end{equation}

and the same along $y$ and $z$, with one spacing $h$. I also assume that the centre of the potential is a grid point and that the box is a centred cube, large enough not to matter. I use Hartree atomic units and unit mass. The grid Hamiltonian $H_h$ then commutes with every operation that permutes the axes or reverses their signs, but not with a general rotation.

\noindent Q. Why is that enough to protect the p levels?

\noindent A. Follow the state that becomes the $x$ orbital as $h\to0$. It is odd under $x\to-x$ and even under $y\to-y$ and $z\to-z$. The $y$ and $z$ states have different parities, so $H_h$ cannot mix the three. Exchanging $x$ and $y$ commutes with $H_h$ and turns the $x$ state into the $y$ state, so their energies are equal. The same holds for $z$. No expansion in $h$ was used, so the degeneracy is exact at any spacing.

\noindent Q. Then why does the same reasoning not protect all five d levels?

\noindent A. It protects them in two separate sets. The states $xy$, $yz$ and $zx$ differ in their reflection parities and are permuted among themselves, so they form a triplet, $t_{2g}$.

The other two, $x^2-y^2$ and $3z^2-r^2$, are even under all three reflections. Let $C$ be the cyclic permutation $x\to y\to z\to x$. For either function $f$,

\begin{equation}
f+Cf+C^2f=0 ,
\end{equation}

as you can check by adding the three images. Since $H_h$ commutes with $C$, the grid states that grow from these functions keep this property. Take such a real eigenstate $\psi$. If $C\psi$ were a multiple $c\psi$, then $C^3=1$ and reality would give $c=1$, and the sum would be $3\psi\neq0$, a contradiction. So $\psi$ and $C\psi$ are independent states of the same energy, and they form a doublet, $e_g$.

A cubic operation turns $xy$ into plus or minus another product of two different coordinates, never into $x^2-y^2$. A rotation by $45^\circ$ about $z$ would do that, but it is not a symmetry of the grid. Nothing therefore forces the triplet and the doublet to have the same energy. Symmetry permits the splitting; its size and sign need a calculation.

\section{The anisotropic error}

\noindent Q. Where does the grid actually distinguish one direction from another?

\noindent A. Apply the difference formula to a plane wave of momentum $\mathbf p$. Each axis contributes

\begin{equation}
\frac{1-\cos p_ih}{h^2}
=\frac{p_i^2}{2}-\frac{h^2p_i^4}{24}+\frac{h^4p_i^6}{720}-\cdots ,
\end{equation}

so the leading error is the operator

\begin{equation}
W=-\frac{h^2}{24}\left(p_x^4+p_y^4+p_z^4\right).
\end{equation}

At fixed $p=|\mathbf p|$ it equals $-h^2p^4/24$ along an axis. Along a body diagonal, where each $p_i^2=p^2/3$, it is $-h^2p^4/72$. The stencil underestimates kinetic energy most for motion along the axes. Treating $W$ as a perturbation requires a smooth state whose important momenta satisfy $ph\ll1$.

\noindent Q. Can you see from $W$ itself that p orbitals do not notice this?

\noindent A. Split off the isotropic part:

\begin{equation}
\sum_i p_i^4=\frac35p^4+K,\qquad K=\sum_i p_i^4-\frac35p^4 .
\end{equation}

The Laplacian in momentum space gives $12p^2$ on the first term of $K$ and $20p^2$ on $p^4$. Thus $\nabla_p^2K=12p^2-\frac35\,20p^2=0$. A homogeneous harmonic polynomial of degree four has pure angular momentum $l=4$. The product of two p functions contains at most $l=2$, so $K$ has no matrix elements between them. The product of two d functions reaches $l=4$, so they can feel $K$.

\noindent Q. How large is the effect for a d orbital?

\noindent A. We need the mean of $\sum_i n_i^4$, with $\mathbf n=\mathbf p/p$, weighted by the squared angular function. An orbital has the same angular function in momentum space as in position space, up to a phase. For averages over the sphere,

\begin{equation}
\langle n_x^{2a}n_y^{2b}n_z^{2c}\rangle
=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2a+2b+2c+1)!!},
\end{equation}

with $(-1)!!=1$. This follows from three independent Gaussian variables of unit variance: the numerator is their moment, and the denominator is the mean of the radius to the power $2a+2b+2c$, which is independent of direction. For $xy$,

\begin{equation}
\frac{\langle n_x^2n_y^2\sum_i n_i^4\rangle}{\langle n_x^2n_y^2\rangle}
=\frac{(15+15+3)/945}{1/15}=\frac{11}{21}.
\end{equation}

The squares of the five normalized d functions add up to a constant, so the five means add up to $5\times\frac35=3$. The mean $g$ for $e_g$ obeys $3\times\frac{11}{21}+2g=3$, which gives $g=\frac57=\frac{15}{21}$. The $e_g$ states have more momentum along the axes and are lowered more. At leading order, for a smooth central potential,

\begin{equation}
E(t_{2g})-E(e_g)=\frac{h^2}{24}\left(\frac{15}{21}-\frac{11}{21}\right)\langle p^4\rangle
=\frac{h^2\langle p^4\rangle}{126},
\label{general}
\end{equation}

where $\langle p^4\rangle$ belongs to the continuum d orbital. This assumes that the d level is not degenerate with another level containing $e_g$ or $t_{2g}$ states, since $K$ would mix them at the same order. The lowest d level of the oscillator meets the condition, because its only partner is an s state; the next one does not, because it shares its energy with g states.

\section{The oscillator}

\noindent Q. What does this give for my potential, $V=\frac12\omega^2r^2$?

\noindent A. Here the Cartesian states $|n_xn_yn_z\rangle$ are quickest. With $p_x=i\sqrt{\omega/2}\,(a^\dagger-a)$,

\begin{equation}
p_x^2|n\rangle=\frac{\omega}{2}\left[(2n+1)|n\rangle-b_n|n+2\rangle-b_{n-2}|n-2\rangle\right],
\label{psquared}
\end{equation}

where $b_n=\sqrt{(n+1)(n+2)}$. The squared norm of this vector is

\begin{align}
\langle p_x^4\rangle_n
&=\frac{\omega^2}{4}\left[(2n+1)^2+(n+1)(n+2)+n(n-1)\right]\nonumber\\
&=\frac{3\omega^2}{4}(2n^2+2n+1).
\end{align}

Multiplication by $-h^2/24$ gives the one-dimensional shift

\begin{equation}
\delta\varepsilon_n=-\frac{\omega^2h^2}{32}(2n^2+2n+1),
\end{equation}

in which the bracket is 1, 5 and 13 for $n=0,1,2$.

The $xy$ state is $|110\rangle$, with total $5+5+1=11$. The $e_g$ states are combinations of $|200\rangle$, $|020\rangle$ and $|002\rangle$, each with total $13+1+1=15$. $W$ does not connect these states to one another or to $|110\rangle$, because each of its terms changes one quantum number only. Therefore

\begin{equation}
E(t_{2g})-E(e_g)=\frac{\omega^2h^2}{32}(15-11)=\frac{\omega^2h^2}{8}
\label{leading}
\end{equation}

to order $h^2$. The p states have total $5+1+1=7$: they shift together by $-7\omega^2h^2/32$. Degenerate does not mean free of error.

\noindent Q. Three Cartesian states have total 15, but $e_g$ has two members. What is the third?

\noindent A. It is the 2s state, the symmetric sum of the three. The grid Hamiltonian of the oscillator is a sum of one-dimensional ones with levels $\varepsilon_n$, so all three states have energy $\varepsilon_2+2\varepsilon_0$ at any $h$. This coincidence comes from separability, not from cubic symmetry. The triplet has energy $2\varepsilon_1+\varepsilon_0$, and hence

\begin{equation}
E(t_{2g})-E(e_g)=2\varepsilon_1-\varepsilon_0-\varepsilon_2 .
\label{ladder}
\end{equation}

The splitting measures how far the one-dimensional grid ladder departs from equal spacing.

\noindent Q. How small must $h$ be before I can trust the $h^2$ term?

\noindent A. The next term tells us. Set $\omega=1$ for the moment. At order $h^4$, level $n$ receives $\langle p^6\rangle_n/720$ in first order and $S_n/576$ from $W$ in second order, where

\begin{equation}
S_n=\sum_{k\ne n}\frac{|\langle k|p^4|n\rangle|^2}{n-k}.
\end{equation}

In the ground state $\langle p^{2k}\rangle_0=(2k-1)!!/2^k$. The momentum densities for $n=1$ and $n=2$ are the ground-state density times $2p^2$ and $\frac12(2p^2-1)^2$. Thus

\begin{align}
\langle p^6\rangle_0&=\frac{15}{8},\qquad
\langle p^6\rangle_1=2\cdot\frac{105}{16}=\frac{105}{8},\nonumber\\
\langle p^6\rangle_2&=\frac12\left(4\cdot\frac{945}{32}-4\cdot\frac{105}{16}+\frac{15}{8}\right)=\frac{375}{8}.
\end{align}

In the combination (\ref{ladder}) they give $(210-15-375)/(8\cdot720)=-1/32$.

For $S_n$, apply (\ref{psquared}) twice:

\begin{equation}
\langle n+2|p^4|n\rangle=-\frac{(2n+3)b_n}{2},\qquad
\langle n+4|p^4|n\rangle=\frac{b_nb_{n+2}}{4}.
\end{equation}

The squares of the first are $\frac92,\frac{75}{2},147$ for $n=0,1,2$, and those of the second are $\frac32,\frac{15}{2},\frac{45}{2}$. The denominators are $-2$ and $-4$. For $n=2$ there is also the downward step to $n=0$, with denominator $+2$:

\begin{align}
S_0&=-\frac94-\frac38=-\frac{21}{8},\qquad
S_1=-\frac{75}{4}-\frac{15}{8}=-\frac{165}{8},\nonumber\\
S_2&=-\frac{147}{2}-\frac{45}{8}+\frac94=-\frac{615}{8}.
\end{align}

Their contribution is $(-330+21+615)/(8\cdot576)=17/256$. Since $p$ scales as $\sqrt\omega$, both contributions carry $\omega^3$, and $17/256-8/256=9/256$ gives

\begin{equation}
E(t_{2g})-E(e_g)=\frac{\omega^2h^2}{8}+\frac{9\,\omega^3h^4}{256}+O(h^6).
\label{two}
\end{equation}

The second term is $\frac{9}{32}\omega h^2$ times the first, so the leading term suffices when $\omega h^2\ll1$.

\section{Numbers and limits}

\noindent Q. Can we try it at a spacing I might really use?

\noindent A. Take $\omega=1$ hartree and $h=0.5$ bohr. The full three-dimensional grid Hamiltonian, diagonalized without using separability, gives 3.41154 hartree for $t_{2g}$ and 3.37772 hartree for $e_g$; the continuum value is 3.5 hartree for both. The splitting is 0.03382 hartree, or 0.920 eV. The formula gives

\begin{equation}
\frac{0.25}{8}+\frac{9\times0.0625}{256}=0.03125+0.00220=0.03345\ \text{hartree}.
\end{equation}

Relative to the grid result, the first term alone is 7.6\% too small and the two terms together are 1.1\% too small. At $h=0.1$ bohr the splitting divided by $h^2$ is 0.12535 hartree/bohr$^2$, close to the limit $1/8$.

\noindent Q. And if the potential is round but not harmonic?

\noindent A. The symmetry argument stands, and for a smooth potential (\ref{general}) replaces (\ref{leading}). Smoothness matters: for a spherical well with a step (depth 10 hartree, radius 2 bohr) the formula predicts 0.39 hartree/bohr$^2$ for the splitting divided by $h^2$, while the grid value jumps irregularly as grid points cross the step: for $h$ from 0.37 to 0.16 bohr it ranges from about $-0.5$ to $1.4$, so even the order of $e_g$ and $t_{2g}$ can reverse. The numerical check uses $V=\frac12r^2+\frac12e^{-r^2}$, which is not separable. The three p levels still agree within $10^{-9}$ hartree. The 2s level, however, now lies 0.071 hartree above $e_g$ at $h=0.5$ bohr, so that coincidence is gone. Most of this gap is not a grid effect: in this potential the continuum 2s level already lies 0.068 hartree above the d level. The continuum d orbital has $\langle p^4\rangle=15.02$ in atomic units, which predicts $15.02/126=0.1192$ hartree/bohr$^2$ for the splitting divided by $h^2$. The grid gives 0.1276 at $h=0.5$ bohr and 0.1243 at $h=0.4$ bohr. Removing a correction proportional to $h^2$ leaves

\begin{equation}
\frac{0.25\times0.1243-0.16\times0.1276}{0.25-0.16}=0.1184\ \text{hartree/bohr}^2,
\end{equation}

within 1\% of the prediction. This extrapolation does not remove the following correction, of relative order $h^4$.

\noindent Q. What would make my p levels split after all?

\noindent A. A loss of the cubic symmetry can do it. Making the axes inequivalent is one way, but not the only one: a term $\lambda(xy+yz+zx)$ in the potential treats the three axes alike and still separates the $x+y+z$ state from the two states perpendicular to it. With spacings $h_x$, $h_y$, $h_z$, the oscillator shifts give, at leading order,

\begin{align}
E(p_x)-E(p_y)
&=-\frac{\omega^2}{32}\left[(5h_x^2+h_y^2)-(h_x^2+5h_y^2)\right]\nonumber\\
&=-\frac{\omega^2}{8}(h_x^2-h_y^2).
\end{align}

Moving the oscillator centre by half a spacing along $x$ also removes the cubic symmetry, but far more gently. The difference formula and the potential, written as operators on the whole line, do not refer to the position of the grid points. The expansion in powers of $h$ is therefore the same for the displaced grid, and the p splitting must vanish faster than any power of $h$ for this smooth potential. With $\omega=1$ hartree, it is $1.6\times10^{-3}$ hartree at $h=0.8$ bohr and $2.6\times10^{-11}$ hartree at $h=0.5$ bohr. For this oscillator, a visible p splitting at the finer spacing would thus point to unequal spacings, an unsuitable box or unequal force constants, rather than to a displaced centre. These two numbers belong to the harmonic well only: a round potential with structure on the scale of $h$ can be far more sensitive to where its centre sits. At $h=0.5$ bohr the same displacement splits the p levels of $\frac12r^2+\frac12e^{-r^2/\sigma^2}$ by $3\times10^{-7}$ hartree for $\sigma=1$ bohr and by $1.2\times10^{-3}$ hartree for $\sigma=0.3$ bohr; a much narrower bump falls between the grid points and the splitting shrinks again. For a potential with a cusp the argument above does not apply: for $\frac12r^2+\frac12r$ the splitting falls only as a power of $h$, with an exponent that drops from about 6.8 near $h=0.45$ bohr to about 6.2 near $h=0.2$ bohr.

\section*{Table of computed values}
\begin{verbatim}
Model: omega = 1 hartree, h = 0.50 bohr, 21^3 points
Angular mean of sum n_i^4, p:   0.600000
Angular mean of sum n_i^4, eg:  0.714286
Angular mean of sum n_i^4, t2g: 0.523810
1D grid level n=0: 0.492059 hartree
1D grid level n=1: 1.459742 hartree
1D grid level n=2: 2.393600 hartree
3D grid level 1s : 1.476178 hartree
3D grid level p  : 2.443861 hartree
3D grid level eg : 3.377719 hartree
3D grid level 2s : 3.377719 hartree
3D grid level t2g: 3.411543 hartree
Spread of the three p levels below 1e-9 hartree: True
Splitting t2g - eg, 3D grid:    0.033825 hartree
Splitting t2g - eg, 3D grid:    0.9204 eV
One-term formula:               0.031250 hartree
Two-term formula:               0.033447 hartree
h = 0.4 bohr: splitting/h^2 = 0.131197 hartree/bohr^2
h = 0.2 bohr: splitting/h^2 = 0.126439 hartree/bohr^2
h = 0.1 bohr: splitting/h^2 = 0.125354 hartree/bohr^2
h^4 coefficient, perturbation theory: 0.035156 hartree/bohr^4
h^4 coefficient, grid at h = 0.1:     0.035355 hartree/bohr^4
Shifts at h = 0.05 in omega^2 h^2/32 (1s, p, t2g, eg): -3.000 -7.002 -11.003 -15.006
Oscillator d orbital <p^4>: 15.7500 a.u.
Bumped potential d orbital <p^4>: 15.0176 a.u.
Bumped: <p^4>/126 = 0.11919 hartree/bohr^2
Bumped, h = 0.5 bohr: splitting/h^2 = 0.12762 hartree/bohr^2
Bumped, h = 0.4 bohr: splitting/h^2 = 0.12430 hartree/bohr^2
Bumped, extrapolated splitting/h^2 = 0.11840 hartree/bohr^2
Bumped, h = 0.5 bohr, level p  : 2.534524 hartree
Bumped, h = 0.5 bohr, level eg : 3.427121 hartree
Bumped, h = 0.5 bohr, level t2g: 3.459027 hartree
Bumped, h = 0.5 bohr, level 2s : 3.497874 hartree
Grid displaced h/2 along x, h = 0.8 bohr: p splitting 1.6e-03 hartree
Grid displaced h/2 along x, h = 0.5 bohr: p splitting 2.6e-11 hartree
\end{verbatim}
